# Surface Stress Change on Adsorption from the Strain Dependence of Chemical Potential

## Definitions and conventions

A crystal surface has $N_s$ equivalent adsorption sites. In a chosen reference state, here the unstrained crystal, each site occupies the area $a_0$, so the reference area is $A_0=N_sa_0$. The surface carries $N$ adsorbed atoms, and the coverage is $\theta=N/N_s$. It counts atoms per site, and stretching the crystal does not change it.

The in-plane strains $\varepsilon_{xx}$ and $\varepsilon_{yy}$ are measured from the reference state: an edge of initial length $L_{x0}$ has length $L_{x0}(1+\varepsilon_{xx})$. The faces parallel to the surface carry no normal traction, so the crystal is free to become thinner when it is stretched. "Derivative with respect to strain" means the derivative along this path.

Let $F_{\rm tot}$ be the Helmholtz free energy of the crystal with its adsorbed atoms. The surface excess is
$$F=F_{\rm tot}-N_{\rm sub}f_{\rm bulk}(T,\varepsilon),\qquad \phi=\frac{F}{A_0},$$
where $N_{\rm sub}$ is the number of substrate atoms and $f_{\rm bulk}$ is the free energy per atom of the equally strained bulk. The adsorbate does not dissolve, so $f_{\rm bulk}$ does not depend on $N$. If the crystal has a bare back face, $F$ also contains the excess of that face. This part does not depend on $N$, so it adds only a constant to the stress defined next and drops out of the relation.

The surface stress $\tau_{xx}$ is defined by work: at fixed $T$ and $N$, the excess work of a small stretch is $A_0\tau_{xx}\,d\varepsilon_{xx}$. If $P_x$ is the excess force on the edge normal to $x$, this work is also $P_xL_{x0}\,d\varepsilon_{xx}$. Hence $\tau_{xx}=P_x/L_{y0}$, a force per reference length, positive when the surface pulls inward. The force per current length is $\tau_{xx}/(1+\varepsilon_{yy})$, which is 1% smaller at 1% strain.

The chemical potential $\mu=(\partial F/\partial N)_{T,\varepsilon}$ is the free energy needed to add one atom at fixed strain. The relation to be shown is
$$\boxed{\left(\frac{\partial\tau_{xx}}{\partial\theta}\right)_{T,\varepsilon}=\frac{1}{a_0}\left(\frac{\partial\mu}{\partial\varepsilon_{xx}}\right)_{T,\theta}}$$
and likewise for $yy$. If atoms become less strongly bound when the crystal is stretched, each added atom shifts the surface stress toward a stronger inward pull.

## First derivation: mixed derivatives of the free energy

The excess free energy changes through heat, stretching and added atoms:
$$dF=-S\,dT+A_0(\tau_{xx}d\varepsilon_{xx}+\tau_{yy}d\varepsilon_{yy})+\mu\,dN .$$
Here $S$ is the excess entropy. Divide by $A_0$, which is a constant because it is the reference area. Since $dN=N_s\,d\theta$ and $A_0=N_sa_0$, the last term becomes $\mu\,d\theta/a_0$:
$$d\phi=-s\,dT+\tau_{xx}d\varepsilon_{xx}+\tau_{yy}d\varepsilon_{yy}+\frac{\mu}{a_0}d\theta,\qquad s=\frac{S}{A_0}.$$
The coefficients are the first derivatives of $\phi$:
$$\tau_{xx}=\frac{\partial\phi}{\partial\varepsilon_{xx}},\qquad \frac{\mu}{a_0}=\frac{\partial\phi}{\partial\theta}.$$
Differentiate the first by $\theta$ and the second by $\varepsilon_{xx}$. Where $\phi$ has continuous second derivatives, the order of differentiation does not matter, so
$$\frac{\partial\tau_{xx}}{\partial\theta}=\frac{\partial^2\phi}{\partial\theta\,\partial\varepsilon_{xx}}=\frac{\partial^2\phi}{\partial\varepsilon_{xx}\,\partial\theta}=\frac1{a_0}\frac{\partial\mu}{\partial\varepsilon_{xx}} .$$
The constant $a_0$ passes through the derivative, which is why the reference area appears and not the current one. Integration at fixed strain gives the stress change of a finite coverage:
$$\tau_{xx}(\theta)-\tau_{xx}(0)=\frac1{a_0}\int_0^\theta\frac{\partial\mu}{\partial\varepsilon_{xx}}\,d\theta' .$$

**Equal strain in both directions.** With $\varepsilon_{xx}=\varepsilon_{yy}=e$, the work per reference area is $(\tau_{xx}+\tau_{yy})de=2\bar\tau\,de$, where $\bar\tau$ is the mean stress. The same argument then gives
$$\frac{\partial\bar\tau}{\partial\theta}=\frac{1}{2a_0}\frac{\partial\mu}{\partial e}.$$
The factor 2 belongs to the strain measure: $e$ stretches two edges at once.

**Fixed atoms per current area.** Let $\Gamma=N/A$ with $A=A_0(1+\varepsilon_{xx})$. Then $\theta=\Gamma a_0(1+\varepsilon_{xx})$, and at the reference state $d\theta/d\varepsilon_{xx}=\theta$ if $\Gamma$ is held fixed. The chain rule gives
$$\left(\frac{\partial\mu}{\partial\varepsilon_{xx}}\right)_\Gamma=\left(\frac{\partial\mu}{\partial\varepsilon_{xx}}\right)_\theta+\theta\frac{\partial\mu}{\partial\theta}.$$
The extra term describes atoms added to keep the density constant, and it does not belong in the boxed relation.

**Surface in contact with a reservoir.** If $\mu$ is controlled instead of $\theta$, the proper free energy is $\omega=\phi-\mu\theta/a_0$. Its differential at fixed $T$ follows by subtracting $(\mu\,d\theta+\theta\,d\mu)/a_0$ from $d\phi$; the $d\theta$ terms cancel:
$$d\omega=\tau_{xx}d\varepsilon_{xx}+\tau_{yy}d\varepsilon_{yy}-\frac{\theta}{a_0}d\mu .$$
Equal mixed derivatives of $\omega$ now give a different relation,
$$\left(\frac{\partial\tau_{xx}}{\partial\mu}\right)_\varepsilon=-\frac1{a_0}\left(\frac{\partial\theta}{\partial\varepsilon_{xx}}\right)_\mu .$$
The name "surface free energy" is used for both $\phi$ and $\omega$; the boxed result comes from $\phi$.

**Two coexisting phases.** Suppose the layer separates into phases of coverage $\theta_1$ and $\theta_2$ at the common chemical potential $\mu_c(\varepsilon)$. Without the energy of their boundaries,
$$\phi=\phi_1+\frac{\mu_c(\theta-\theta_1)}{a_0},\qquad \phi_1=\phi(\varepsilon,\theta_1).$$
Differentiate by $\varepsilon_{xx}$ at fixed $\theta$. The coverage $\theta_1$ shifts with strain, but its two contributions, $(\partial\phi_1/\partial\theta_1)\theta_1'=\mu_c\theta_1'/a_0$ and $-\mu_c\theta_1'/a_0$, cancel. What remains is
$$\tau_{xx}=\tau_1+\frac{\theta-\theta_1}{a_0}\frac{d\mu_c}{d\varepsilon_{xx}} .$$
The relation therefore holds between $\theta_1$ and $\theta_2$, where the stress is linear in coverage. At $\theta_1$ and $\theta_2$ themselves the slopes can jump, and a single derivative need not exist.

## Second derivation: adding one atom and averaging forces

Now start from the microscopic states. Let $H_N(s,\varepsilon)$ be the energy of state $s$ of the crystal with $N$ adsorbed atoms. The states are labelled by which sites are filled and, if atoms vibrate, by displacements from the strained sites, so that the set of labels does not change with strain. In classical equilibrium at temperature $T$, apart from momentum factors that do not depend on strain,
$$F_{{\rm tot},N}=-kT\ln Z_N,\qquad Z_N=\sum_s e^{-H_N(s,\varepsilon)/kT}.$$
Differentiate by strain:
$$\frac{\partial F_{{\rm tot},N}}{\partial\varepsilon_{xx}}=-\frac{kT}{Z_N}\sum_s\left(-\frac1{kT}\frac{\partial H_N}{\partial\varepsilon_{xx}}\right)e^{-H_N/kT}=\left\langle\frac{\partial H_N}{\partial\varepsilon_{xx}}\right\rangle_N .$$
The right side is a thermal average of bond forces times the lengths through which the strain moves them. Subtracting the bulk part gives the surface stress:
$$A_0\,\tau_{xx}(N)=\left\langle\frac{\partial H_N}{\partial\varepsilon_{xx}}\right\rangle_N-N_{\rm sub}\frac{\partial f_{\rm bulk}}{\partial\varepsilon_{xx}} .$$
Write the same equation for $N+1$ atoms and subtract. The substrate is the same, so the bulk term cancels:
$$A_0[\tau_{xx}(N+1)-\tau_{xx}(N)]=\frac{\partial}{\partial\varepsilon_{xx}}\left(F_{{\rm tot},N+1}-F_{{\rm tot},N}\right).$$
The bracket on the right is the free energy of adding one atom, which is the chemical potential of a finite surface. One atom raises the coverage by $\Delta\theta=1/N_s$. Dividing both sides by $A_0\Delta\theta=a_0$ gives
$$\frac{\tau_{xx}(N+1)-\tau_{xx}(N)}{\Delta\theta}=\frac1{a_0}\frac{\partial}{\partial\varepsilon_{xx}}\left(F_{{\rm tot},N+1}-F_{{\rm tot},N}\right).$$
This holds for a finite surface. When $N_s$ grows at fixed coverage, away from phase boundaries, the two differences become derivatives and the boxed relation follows.

This route also shows what happens to a coordinate that relaxes. If an adatom energy $E(z,\varepsilon)$ is minimized over the height $z$, then
$$\frac{dE}{d\varepsilon_{xx}}=\frac{\partial E}{\partial\varepsilon_{xx}}+\frac{\partial E}{\partial z}\frac{dz}{d\varepsilon_{xx}}=\frac{\partial E}{\partial\varepsilon_{xx}},$$
because $\partial E/\partial z=0$ at the minimum. The first derivative needs the forces at the relaxed position, but not the rate at which that position moves.

## What each derivation assumes

Both derivations require equilibrium at fixed temperature, a fixed number of sites, an insoluble adsorbate and the same strain path on both sides. If strain creates sites, or drives atoms into the bulk, $\theta$ and $\varepsilon$ no longer describe the state.

The first derivation assumes that a free energy per area exists as a smooth function of strain and coverage. It needs no model of the forces and makes no distinction between classical and quantum motion. It cannot say how large the effect is or which bonds cause it.

The second assumes a known energy function and, as written, classical Boltzmann averages. In return it needs no smoothness in coverage, since $N$ changes by one atom, and it identifies the stress with forces. Smoothness enters when the finite difference is replaced by a derivative.

## A model layer

Take a square lattice of sites with spacing $a=0.38$ nm, so $a_0=0.1444\ \mathrm{nm^2}$, at 600 K, where $kT=0.0517$ eV. Each adatom sits above a hollow, bonded to four top-layer atoms and to one atom 0.135 nm below that layer. Each bond has the Morse energy
$$V(r)=D\left[(1-x)^2-1\right],\qquad x=e^{-\alpha(r-r_0)},$$
with $D=0.8$ eV, $r_0=0.30$ nm and $\alpha=15\ \mathrm{nm^{-1}}$. Its slope is $V'=2D\alpha(1-x)x$. Substrate atoms follow the uniform strain. For Poisson ratio $\nu=0.28$, zero normal traction changes the layer spacing by the relative amount $-c(\varepsilon_{xx}+\varepsilon_{yy})$ with $c=\nu/(1-\nu)=0.389$.

The relaxed height is 0.1534 nm. The side bonds are then stretched to $r_1=0.3094$ nm and the lower bond is compressed to $r_2=0.2884$ nm. The Morse slopes are $V'(r_1)=2.74$ and $V'(r_2)=-5.43$ eV/nm. A side bond has $r_1^2=h_x^2+h_y^2+z^2$ with $h_x=(a/2)(1+\varepsilon_{xx})$, so $\partial r_1/\partial\varepsilon_{xx}=(a/2)^2/r_1$ at zero strain. The strain derivative $b$ of the adatom energy $E_b$ is therefore
$$b=4V'(r_1)\frac{(a/2)^2}{r_1}-V'(r_2)\,c\,(0.135\ \mathrm{nm})=1.2792+0.2854=1.5646\ \mathrm{eV}.$$
Both terms are positive: stretching the crystal lengthens side bonds that are already too long and, by reducing the layer spacing, shortens a lower bond that is already too short.

Adatoms on neighbouring sites repel with $w(r)=w_0e^{-(r-a)/\lambda}$, where $w_0=0.05$ eV and $\lambda=0.10$ nm. Diagonal neighbours are included, farther ones are not. A full layer has one $x$ pair, one $y$ pair and two diagonal pairs per site, with pair energy $W$ per site. Its derivative with respect to $\varepsilon_{xx}$ is
$$W'=-0.1900+0+2(-0.0278)=-0.2457\ \mathrm{eV}$$
from the unrounded terms. It is negative because stretching weakens the repulsion.

**Half coverage.** Here the slope can be found by hand. Let $n_i$ be 1 on a filled site and 0 on an empty one, and set $n_i=1-m_i$. The pair energy becomes
$$\tfrac12\sum_{ij}w_{ij}n_in_j=N_sW-2W\sum_im_i+\tfrac12\sum_{ij}w_{ij}m_im_j .$$
Adding $(E_b-\mu)\sum_i(1-m_i)$ shows that the empty sites behave as the same lattice gas at chemical potential $\mu'$, with $E_b-\mu'=-(E_b-\mu)-2W$. Thus $\mu(\theta)+\mu(1-\theta)=2(E_b+W)$, and
$$\mu(\tfrac12)=E_b+W,\qquad \frac{\partial\mu}{\partial\varepsilon_{xx}}=b+W'=1.319\ \mathrm{eV}.$$
The stress slope is $1.319/0.1444=9.13\ \mathrm{eV/nm^2}=1.46$ N/m per unit coverage.

The numerical output below gives both sides separately, by summing all occupations of a periodic cell of 16 sites. The chemical potentials at $\varepsilon_{xx}=\pm0.001$ differ by 0.002638 eV, which gives $0.002638/0.002=1.319$ eV. The stresses from bond forces at coverages 0.49 and 0.51 differ by $0.18268\ \mathrm{eV/nm^2}$, which gives $0.18268/0.02=9.13\ \mathrm{eV/nm^2}$.

**Low coverage.** In an open system, filling a site multiplies the probability of its surroundings by $e^{(\mu-E_b-\sum_jw_jn_j)/kT}$, where $j$ runs over the eight neighbours. Summing over surroundings,
$$\theta=e^{(\mu-E_b)/kT}\left\langle(1-n_0)e^{-\sum_jw_jn_j/kT}\right\rangle .$$
To first order in $\theta$ the average is $1-\theta-\theta\sum_j(1-e^{-w_j/kT})$. Taking the logarithm and then the strain derivative at fixed $\theta$ gives
$$\frac{\partial\mu}{\partial\varepsilon_{xx}}=b+\theta\sum_j\frac{\partial w_j}{\partial\varepsilon_{xx}}e^{-w_j/kT}+O(\theta^2).$$
The mixing term $kT\ln\theta$ has dropped out, so the dilute slope is $b/a_0=1.74$ N/m. At $\theta=0.1$ the sum has two $x$ neighbours with Boltzmann factor 0.380 and four diagonal ones with factor 0.818. It equals $-0.1445-0.0911=-0.2356$ eV, so the derivative is about 1.541 eV. The full sum over occupations gives 1.536 eV. Random mixing would give $b+2\theta W'=1.515$ eV; it overstates the correction because repelling atoms avoid neighbouring sites.

**Finite coverage.** The slope falls from 1.74 N/m in the dilute limit to 1.22 N/m at $\theta=0.9$. Half a layer therefore changes the stress by 0.81 N/m, more than half of the full-layer value of 1.46 N/m.

**Choice of variable.** At half coverage $\partial\mu/\partial\theta=0.500$ eV in the 16-site cell; larger cells lower it by about 0.003 eV. Holding atoms per current area fixed would give $1.319+0.5(0.500)=1.569$ eV, which is 19% above the derivative that the relation needs.

With $\mu$ held fixed instead, the chain rule gives
$$\left(\frac{\partial\theta}{\partial\varepsilon_{xx}}\right)_\mu=-\frac{\partial\mu/\partial\varepsilon_{xx}}{\partial\mu/\partial\theta}=-\frac{1.319}{0.500}=-2.64 .$$
Larger cells shift this value to $-2.65$. For 1% strain in both directions, the linear estimate is $0.5-2(2.64)(0.01)=0.447$. The model gives 0.440, so higher orders in strain already matter. At fixed $\mu$, tension lowers the equilibrium coverage because it weakens the binding. Reaching that equilibrium requires exchange with the reservoir. With a binding of about 3.8 eV at half coverage and an attempt rate of $10^{13}\ \mathrm{s^{-1}}$, desorption at 600 K would take about $10^{19}$ s ($10^{20}$ s for an isolated adatom, bound by 3.9 eV), so evaporation alone would leave the coverage practically fixed.

## Wafer bending

A stress change on one face bends a plate of thickness $h$ and biaxial modulus $M$. Let the in-plane strain be $e_0+\kappa z$, with $z$ measured from the middle plane and the adsorbate at $z=h/2$. If surface elasticity is neglected, the energy per area is
$$u=\int_{-h/2}^{h/2}M(e_0+\kappa z)^2dz+2\Delta\tau\left(e_0+\frac{\kappa h}{2}\right)=Mhe_0^2+\frac{Mh^3\kappa^2}{12}+2\Delta\tau e_0+\Delta\tau\,h\kappa .$$
Setting the derivatives by $e_0$ and $\kappa$ to zero gives
$$e_0=-\frac{\Delta\tau}{Mh},\qquad \kappa=-\frac{6\Delta\tau}{Mh^2},\qquad e_0+\frac{\kappa h}{2}=-\frac{4\Delta\tau}{Mh}.$$
Take $h=0.1$ mm and $M=180.6$ GPa. Half a layer, with $\Delta\tau=0.811$ N/m, gives $\kappa=-2.7\times10^{-3}\ \mathrm{m^{-1}}$, a radius of about 370 m. The covered face contracts and becomes concave. Its strain is $-1.8\times10^{-7}$, so the bending measurement is made at practically fixed strain.

## The model beside a real surface

The spacing, elastic constants and adatom mass (75 u) are round values in the rough regime of a heavy group-V layer on a silicon (001) wafer. Stress changes of order 1 N/m are a reasonable scale for strongly bound layers. The thickness is small for a wafer: at about 0.75 mm the curvature would be some 56 times smaller. The bonding geometry of the model is not that of silicon. On Si(001) the bonds from a surface atom to the layer below lie in one vertical plane, so the two in-plane directions are unequal even before the surface forms dimers, and no second-layer atom sits under the hollow. Dimers change the bonding sites further. These effects are not sized here.

One strong assumption is that substrate atoms do not move locally around an adatom. Give each bonded substrate atom one spring of stiffness $k_s=Ea$, with $E=130$ GPa. If the bond forces kept their unrelaxed values, the adatom energy would fall by $[4V'(r_1)^2+V'(r_2)^2]/(2k_s)$, about 0.1 eV, and the dilute slope would change by $-1.84$ N/m, against the model value of $+1.74$ N/m. This overstates the effect, because the forces weaken as the atoms move: near its minimum a bond has stiffness $2D\alpha^2=360\ \mathrm{eV/nm^2}$, comparable with $k_s=308\ \mathrm{eV/nm^2}$. Minimizing the energy over the adatom height and the spring displacements together gives a lowering of about 0.05 eV and a slope change of $-0.92$ N/m, which leaves a dilute slope of about $+0.82$ N/m. The slope keeps its sign in this estimate but loses about half its size. One spring per atom is a crude picture of a crystal, so the model's dilute slope should not be carried over to a real surface. A calculation for a real material must relax the substrate. The relation itself is unaffected, because relaxation enters $\tau$ and $\mu$ together.

The model also keeps only five Morse bonds per adatom. If the same Morse energy acted between an adatom and all atoms of the top two layers, with the substrate again following the uniform strain, the dilute slope would be about 3.3 N/m instead of 1.74 N/m. The restriction to five bonds is therefore part of the model's definition and not a small correction.

Two other omissions have smaller effects. Adatom vibrations, treated as harmonic, change the dilute slope by $-0.26$ N/m, or 15%. Farther pairs change the full-layer stress by $-0.02$ N/m. Under 1% strain in both directions, the slope at half coverage rises from 1.46 to 1.77 N/m, so a value found on an unstrained wafer should not be used unchanged for a strained film.

## Table of computed values

```
temperature 600 K, kT 0.05170 eV
site spacing 0.38 nm, site area a0 0.1444 nm^2
layer depth 0.135 nm
Morse depth 0.8 eV, length 0.3 nm, alpha 15.0 1/nm
pair repulsion 0.05 eV at one spacing, range 0.1 nm
Young modulus 130 GPa, Poisson ratio 0.28
contraction factor nu/(1-nu) 0.3889
adatom mass 75 u
1 eV/nm^2 = 0.16022 N/m
adatom height 0.15339 nm
side bond 0.30940 nm, lower bond 0.28839 nm
adatom energy -3.91570 eV
b from side bonds 1.2792 eV, lower bond 0.2854 eV
b = dE/d(eps_xx) total 1.5646 eV
diagonal pair energy 0.01036 eV
x-strain derivative: x pair -0.1900 eV, diagonal pair -0.0278 eV
full-layer pair derivative per site -0.2457 eV
mu at theta 0.5, eps_xx -0.001: -3.796292 eV
mu at theta 0.5, eps_xx +0.000: -3.794981 eV
mu at theta 0.5, eps_xx +0.001: -3.793654 eV
tau_xx - tau_xx(bare) at theta 0.49: 4.96998 eV/nm^2
tau_xx - tau_xx(bare) at theta 0.51: 5.15266 eV/nm^2
theta 0.1: dmu/deps_xx 1.5356 eV, dtau/dtheta from forces 1.7039 N/m
theta 0.25: dmu/deps_xx 1.4717 eV, dtau/dtheta from forces 1.6329 N/m
theta 0.5: dmu/deps_xx 1.3189 eV, dtau/dtheta from forces 1.4634 N/m
theta 0.9: dmu/deps_xx 1.1022 eV, dtau/dtheta from forces 1.2230 N/m
largest relative mismatch of the two sides 4.2e-08
equibiaxial dmu/de at theta 0.5 2.6379 eV
dilute slope b/a0 1.7360 N/m
slope at theta 0.5: 9.1338 eV/nm^2 = 1.4634 N/m
stress change 0 to 0.5: 5.0616 eV/nm^2 = 0.8110 N/m
stress change 0 to 1: 1.4634 N/m
dmu/dtheta at theta 0.5 0.4999 eV
dmu/deps_xx at fixed atoms per current area 1.5689 eV
error from that wrong choice 19.0 %
open surface: dtheta/deps_xx at fixed mu -2.639
open surface: dtau_xx/dmu 18.272 1/nm^2
open surface: theta at 1% equibiaxial strain 0.4399
wafer 0.1 mm, biaxial modulus 180.6 GPa
half layer: dstrain/dz -2.695e-03 1/m, radius 371 m
surface strain from bending and contraction -1.80e-07
neglected vibrations, dilute slope -0.2571 N/m
neglected local relaxation, dilute slope -1.8371 N/m
neglected far pairs, full-layer stress -0.0194 N/m
slope at theta 0.5 under 1% equibiaxial strain 1.7732 N/m
current-length stress / reference stress at 1% 0.9901
slope at theta 0.25: 4x4 cell 1.63289, 4x5 cell 1.63226 N/m
cell-size shift -6.3e-04 N/m
vertical vibration quantum 21.7 meV
log10 of desorption time in s (rough) 20
```
